# Undepleted core of a silicon nanowire with trapped surface electrons

## The problem

A long cylindrical silicon nanowire has radius \(R=50\) nm and a uniform donor density \(N_D=10^{18}\ \text{cm}^{-3}\). Its surface holds \(N_s=10^{12}\) trapped electrons per square centimetre. These electrons came from the donors, so the wire and its surface are neutral together. There is no gate and no other charge nearby.

(a) In the depletion approximation, find the radius \(a\) of the core that still contains mobile electrons.

(b) Find the electric field in the depleted shell and the band bending between core and surface.

(c) Decide how literally the sharp edge of the core may be taken at 300 K.

The depletion approximation divides the wire into two regions. In the shell \(a<r<R\) there are no mobile electrons and every donor carries charge \(+q\), with \(q>0\). In the core \(r<a\) the net charge density is zero. Holes are neglected. Here \(r\) is the distance from the axis, and \(N_s\) is the net number of negative surface charges per area, so any positive charge in a surface oxide has already been subtracted.

## Hints

1. Take a piece of wire of length \(L\). Which charges in it are not already balanced where they sit?
2. The trapped electrons are counted by area and the donors by volume. Write both as plain numbers for the same length \(L\).
3. The shell is a ring in cross-section. Its area is a difference of two circles, not its thickness times the outer circumference.
4. For the field, draw a cylinder of radius \(r\) inside the shell and apply Gauss's law. The core contributes no net charge.
5. For part (c), compare the band bending with \(kT/q\), and the shell thickness with the distance over which mobile electrons screen a charge.

## Full solution

### (a) The core radius

The surface of a piece of length \(L\) has area \(2\pi RL\), so it holds \(2\pi RLN_s\) trapped electrons. The shell has volume \(\pi(R^2-a^2)L\) and contains \(\pi(R^2-a^2)LN_D\) positive donors. The core is neutral by itself and drops out of the balance. Neutrality of the whole piece therefore requires

\[
\pi(R^2-a^2)L\,N_D=2\pi RL\,N_s .
\]

Dividing both sides by \(\pi LN_D\) gives

\[
R^2-a^2=\frac{2RN_s}{N_D},
\]

and, since a radius cannot be negative,

\[
a=\sqrt{R^2-\frac{2RN_s}{N_D}} .
\]

The length \(L\) has cancelled, as it must for a uniform wire. The permittivity never entered: it affects the field, but not the number of donors needed to balance a given surface charge.

The square root is real only if \(N_s\le N_DR/2\). In this model the donors are the only positive charges, and they cannot balance more trapped electrons than this. The first variation below examines that limit.

For the numbers, it helps to form the length

\[
w=\frac{N_s}{N_D}=\frac{10^{12}\ \text{cm}^{-2}}{10^{18}\ \text{cm}^{-3}}=10^{-6}\ \text{cm}=10\ \text{nm}.
\]

Then

\[
a^2=R^2-2Rw=(2500-2\cdot50\cdot10)\ \text{nm}^2=1500\ \text{nm}^2,
\]

\[
a=38.7\ \text{nm}=3.87\times10^{-8}\ \text{m}.
\]

The depleted shell is \(R-a=11.3\) nm thick. The core fills \(a^2/R^2=1500/2500=60\%\) of the cross-section, so a shell that takes up less than a quarter of the radius removes 40% of the area.

The length \(w\) is the depletion width under a flat surface, where a layer of unit area and thickness \(w\) contains \(N_Dw\) donors. The wire needs a thicker layer because each successive ring inward has a smaller circumference and holds fewer donors. For \(w\ll R\), the expansion \(\sqrt{1-x}=1-x/2-x^2/8-\dots\) with \(x=2w/R\) gives

\[
R-a=R\left(1-\sqrt{1-\frac{2w}{R}}\right)=w+\frac{w^2}{2R}+\dots
\]

The first term is the flat result. The second is the leading effect of curvature, here \(100/100=1\) nm. Together they give 11 nm, close to the full value of 11.3 nm; the higher terms supply the rest.

### (b) Field and band bending

Apply Gauss's law to a coaxial cylinder of radius \(r\) and length \(L\), with \(a<r<R\). By symmetry the field is radial, so the flux passes through the curved side of area \(2\pi rL\). The enclosed net charge is that of the donors between \(a\) and \(r\):

\[
\varepsilon E(r)\,2\pi rL=qN_D\,\pi(r^2-a^2)L .
\]

Hence

\[
E(r)=\frac{qN_D}{2\varepsilon}\,\frac{r^2-a^2}{r},
\qquad \varepsilon=\varepsilon_r\varepsilon_0 ,
\]

with \(\varepsilon_r=11.7\) for silicon. The field is zero at the core edge and points outward, from the positive donors to the negative surface. Just inside the surface, the result of part (a) turns \(R^2-a^2\) into \(2RN_s/N_D\), so that

\[
E(R)=\frac{qN_D}{2\varepsilon R}\,\frac{2RN_s}{N_D}=\frac{qN_s}{\varepsilon}=0.155\ \text{MV/cm}.
\]

Outside the wire the enclosed charge is zero, and so is the field. The jump at the surface is the one that a sheet of charge \(-qN_s\) requires.

The potential falls outward along the field. An electron has charge \(-q\), so its energy rises towards the surface, and mobile electrons are pushed into the core. The total potential drop, which is the band bending in volts, is

\[
V_b=\int_a^R E\,dr=\frac{qN_D}{2\varepsilon}\int_a^R\left(r-\frac{a^2}{r}\right)dr
=\frac{qN_D}{2\varepsilon}\left[\frac{R^2-a^2}{2}-a^2\ln\frac Ra\right].
\]

The two parts of the bracket are

\[
\frac{R^2-a^2}{2}=500\ \text{nm}^2,\qquad
a^2\ln\frac Ra=1500\cdot\frac12\ln\frac{2500}{1500}\ \text{nm}^2=383\ \text{nm}^2 ,
\]

so the bracket is \(117\ \text{nm}^2=1.17\times10^{-16}\ \text{m}^2\). The prefactor is

\[
\frac{qN_D}{2\varepsilon}=\frac{(1.602\times10^{-19}\,\text{C})(10^{24}\,\text{m}^{-3})}{2(11.7)(8.854\times10^{-12}\,\text{F/m})}=7.73\times10^{14}\ \text{V/m}^2 ,
\]

and the product is \(V_b=0.090\) V.

These results can be checked without the closed formulas. Start just inside the surface with the field \(qN_s/\varepsilon\), integrate Gauss's law numerically inward through the donor charge, and stop where the field vanishes. This gives a radius of 38.73 nm and a potential drop of 0.0904 V, in agreement with the formulas.

### (c) How sharp is the edge?

At 300 K the thermal voltage is \(V_T=kT/q=0.0259\) V. The band bending is only \(3.5\,V_T\), so the shell cannot be truly empty. The screening distance of the mobile electrons is the Debye length

\[
L_D=\sqrt{\frac{\varepsilon V_T}{qN_D}}=4.1\ \text{nm},
\]

more than a third of the shell thickness. Both comparisons predict a soft edge.

A better model lets the electron density follow the potential. Let \(\psi(r)\ge0\) be the potential drop from the core to radius \(r\). Boltzmann statistics with fully ionized donors give \(n=N_De^{-\psi/V_T}\), and Poisson's equation becomes

\[
\frac1r\frac{d}{dr}\left(r\frac{d\psi}{dr}\right)=\frac{qN_D}{\varepsilon}\left(1-e^{-\psi/V_T}\right).
\]

Its numerical solution for this wire gives the following picture:

- The density falls to half its core value at 39.0 nm, close to \(a\).
- It falls from 90% to 10% between 30.3 nm and 45.4 nm, a width of 15.1 nm.
- The band bending is 0.118 V instead of 0.090 V.

The transition is thus wider than the depleted shell itself. The depletion radius locates the middle of the transition well, but it does not describe a wall between a full core and an empty shell.

The number \(a\) nevertheless keeps a precise meaning. If all donors are ionized and holes are negligible, neutrality fixes the number of mobile electrons per length, whatever their radial profile:

\[
\int_0^R n\,2\pi r\,dr=\pi R^2N_D-2\pi RN_s=\pi a^2N_D .
\]

So \(a\) is the radius of a uniform core of density \(N_D\) that would hold the same mobile charge. With \(N_D=10^{-3}\ \text{nm}^{-3}\), this is \(\pi(1500)(10^{-3})=4.71\) electrons per nanometre of wire.

The extra band bending can be understood from a flat surface. There the curvature term is absent and Poisson's equation reads \(\psi''=(qN_D/\varepsilon)(1-e^{-\psi/V_T})\). Multiply by \(\psi'\) and integrate from the neutral interior, where \(\psi=\psi'=0\):

\[
\frac12(\psi')^2=\frac{qN_D}{\varepsilon}\left[\psi-V_T\left(1-e^{-\psi/V_T}\right)\right].
\]

At the surface \(\psi'=qN_s/\varepsilon\), so the surface value \(\psi_s\) obeys

\[
\psi_s=\frac{qN_s^2}{2\varepsilon N_D}+V_T\left(1-e^{-\psi_s/V_T}\right).
\]

The first term is the flat depletion result. The second is nearly \(V_T\) once \(\psi_s\) is several \(V_T\): electrons left near the edge cancel part of the donor charge, so the field reaches deeper. In the wire the increase is \(0.118-0.090=0.028\) V, about the same size.

The sharp edge should return when the thermal voltage is made small. Reducing \(V_T\) a hundredfold, with the donors kept ionized, gives a half-density radius of 38.79 nm and a band bending of 0.0906 V. Both lie close to the depletion values. This is a mathematical limit, not a description of cold silicon, in which electrons would return to the donors.

### What else the model leaves out

**Neutral donors.** At 300 K some donors in the core keep their electron. For a single donor level at energy \(E_d\) below the conduction band, with two spin states, the balance between free and bound electrons in the neutral core is

\[
\frac{n^2}{N_D-n}=n_1,\qquad n_1=\frac{N_c}{2}e^{-E_d/kT}.
\]

Here \(N_c=2.74\times10^{19}\ \text{cm}^{-3}\) is the effective density of states of the conduction band. With the rough phosphorus value \(E_d=45\) meV, \(n_1\) is about \(2.4\times10^{18}\ \text{cm}^{-3}\). The positive root of \(n^2+n_1n-n_1N_D=0\) is

\[
n=\frac{-n_1+\sqrt{n_1^2+4n_1N_D}}{2}\approx0.76\,N_D .
\]

Near the surface, where few free electrons remain, 99.7% of the donors are ionized. Further in the share is lower: it equals \(1/(1+n/n_1)\), which is about 86% where \(n\) is half its core value, \(0.38\,N_D\). Most of the positive charge of the shell therefore remains. Solving Poisson's equation with this donor balance puts the half-density radius at 38.8 nm, measured against the reduced core density. The mobile charge, however, drops from 4.71 to 3.54 electrons per nanometre, a loss of 25%. The size of the core and the number of carriers in it are different questions. The 25% is only a rough estimate, because the single-level model leaves out two effects that act in opposite directions. Donors interact at this doping, which lowers their ionization energy and reduces the loss. A phosphorus donor also has excited bound states a little above its lowest one, and these can hold further electrons; by themselves the nearest of them, at about 34 and 33 meV below the conduction band, would roughly double the loss, to about 50%, and move the half-density radius inward to about 38 nm.

**Statistics and confinement.** The leading Fermi–Dirac correction shifts the Fermi level by \(kT\,n/(\sqrt8N_c)=0.25\) meV. The lateral confinement energy, estimated for a hard-walled cylinder of radius \(a\) and the light electron mass \(0.19\,m_e\), is 0.77 meV. Both are small beside \(kT=25.9\) meV.

**Trap filling and holes.** With partial ionization included, the Fermi level at the surface lies 0.21 eV below the conduction band. Traps several \(kT\) deeper than that are nearly full, which is consistent with a fixed \(N_s\). The Fermi level is also 0.91 eV above the valence band, about \(35\,kT\), so holes are negligible here.

### The real case

The parameters are in the regime of phosphorus-doped silicon nanowires with an oxidized surface. A net surface density near \(10^{12}\ \text{cm}^{-2}\) is a rough value for a poorly passivated surface; a good thermal oxide can have a density ten or more times lower. The assumption most open to doubt is that \(N_s\) is known and fixed. Differentiating \(a^2=R^2-2RN_s/N_D\) at fixed \(R\) and \(N_D\) gives

\[
\delta a=-\frac{R}{a}\,\frac{N_s}{N_D}\,\frac{\delta N_s}{N_s}.
\]

A 10% increase in \(N_s\) shrinks the core by \((50/38.7)(10\ \text{nm})(0.10)=1.3\) nm. Real wires may also have donors concentrated near the surface, or a gate or substrate that supplies part of the balancing charge. The simple formula then no longer applies as it stands. For the stated problem, a sensible answer is a core radius of about 39 nm with a soft edge.

## Variation 1: when does the core disappear?

**Question.** Keep \(R\) and \(N_D\) fixed and raise \(N_s\). At what surface density does the depletion formula give no core, and can the result be trusted there?

**Solution.** Setting \(a=0\) gives

\[
N_{s,\max}=\frac{N_DR}{2}=\frac{(10^{18}\ \text{cm}^{-3})(5\times10^{-6}\ \text{cm})}{2}=2.5\times10^{12}\ \text{cm}^{-2}.
\]

In terms of this limit, the core radius is

\[
a=R\sqrt{1-\frac{N_s}{N_{s,\max}}} .
\]

The original wire is at 40% of the limit, which again leaves 60% of the area. Near the limit the radius falls ever more steeply, because the last donors to be used lie in rings of very small circumference. Numerical inward integration of the field confirms the boundary: at 95% of \(N_{s,\max}\) the field reaches zero inside the wire, while at 105% no such point is found.

The limit is a statement about counting donors, and two of its assumptions weaken before it is reached. First, a core no wider than a few Debye lengths has no neutral interior, so the division into core and shell loses its meaning. Second, the band bending becomes large. As \(a\to0\), the term \(a^2\ln(R/a)\) vanishes and

\[
V_b\to\frac{qN_DR^2}{4\varepsilon}
=(7.73\times10^{14}\ \text{V/m}^2)\,\frac{2.5\times10^{-15}\ \text{m}^2}{2}\approx0.97\ \text{V}.
\]

This is close to the silicon gap of roughly 1.1 eV. The Fermi level at the surface would approach the valence band. Traps near the middle of the gap would empty before that point, which would hold \(N_s\) below the limit. If the negative surface charge were instead truly fixed, holes would gather near the surface and add positive charge that the model omits. The value \(2.5\times10^{12}\ \text{cm}^{-2}\) is therefore the ceiling for donor charge alone, not a prediction of how a real surface fills.

## Variation 2: how much does the core vary along the wire?

**Question.** Donors and traps are discrete. Estimate the random spread of the equivalent core radius \(a\), defined by the mobile charge as in part (c), between segments of length \(L=100\) nm, if the two counts are independent and follow Poisson statistics.

**Solution.** The mean numbers in a segment are

\[
\bar D=\pi R^2LN_D=785,\qquad \bar S=2\pi RLN_s=314 .
\]

Treat each segment as neutral by itself. This is an approximation, because a trapped electron near the end of a segment is partly balanced in the next one; it improves as \(L\) grows. It then has \(D-S\) mobile electrons, and the equivalent core of density \(N_D\) has

\[
a^2=\frac{D-S}{\pi N_DL}.
\]

For small fluctuations, differentiation gives \(2a\,\delta a=\delta(D-S)/(\pi N_DL)\). The variance of a Poisson count equals its mean, and the variances of independent counts add even when the counts are subtracted. The standard deviation of \(D-S\) is therefore \(\sqrt{\bar D+\bar S}\), and

\[
\sigma_a=\frac{\sqrt{\bar D+\bar S}}{2\pi N_DLa}
=\frac{\sqrt{785+314}}{2\pi(10^{-3})(100)(38.7)}\ \text{nm}\approx1.4\ \text{nm}.
\]

Drawing 200,000 random pairs of counts gives a spread that agrees with this formula to within 3%.

The spread is about 3.5% of \(a\), and it falls as \(1/\sqrt L\) for longer segments, since both means grow in proportion to \(L\). It describes the mobile charge of a segment, not the position of the core edge. In the sharp-edge model, a donor inside the core adds a mobile electron but does not move the edge. For that edge, only the donors in the shell count, on average 314 per segment, and the same estimate gives \(\sqrt{314+314}/(2\pi N_DLa)\approx1.0\) nm. With the soft edge of part (c), core donors within a few Debye lengths of the edge also move it: extra donors at \(r=32\) nm shift the half-density radius about a third as much as the same number of traps, while those at 15 nm have almost no effect. The value of 1.0 nm is therefore somewhat low for the soft edge. A cube that holds one donor on average has the side \(N_D^{-1/3}=10\) nm, almost the thickness of the depleted shell, so on that scale the smooth circular edge is an average over many donor arrangements. The numerical output printed below collects the main computed values.

## Numbers as computed

```
wire radius R: 50 nm
donor density: 1e+18 cm^-3
trapped electron density: 1e+12 cm^-2
temperature: 300 K
relative permittivity: 11.7 (no unit)
flat-surface depletion width Ns/Nd: 10 nm
core radius squared: 1500 nm^2
core radius a: 38.73 nm
core radius a in SI: 3.873e-08 m
core radius from inward integration: 38.73 nm
shell thickness R-a: 11.27 nm
core share of cross-section: 60 %
limiting surface density: 2.5e+12 cm^-2
field just inside surface: 0.155 MV/cm
depletion band bending: 0.0904 V
band bending from inward integration: 0.0904 V
thermal voltage: 0.0259 V
band bending / thermal voltage: 3.5 (no unit)
Debye length: 4.09 nm
-- smooth edge, donors fully ionized --
300 K band bending: 0.118 V
300 K half-density radius: 38.96 nm
300 K radius at 90% core density: 30.3 nm
300 K radius at 10% core density: 45.4 nm
300 K 90%-to-10% edge width: 15.1 nm
small thermal voltage used in limit: 0.259 mV
half-density radius in that limit: 38.79 nm
band bending in that limit: 0.0906 V
-- partial donor ionization, 300 K --
donor energy (rough input): 45 meV
conduction-band effective density: 2.74e+19 cm^-3
ionized donor share in core: 76 %
ionized donor share at surface: 99.7 %
half-density radius: 38.76 nm
band bending: 0.119 V
mobile electrons, full ionization: 4.71 per nm
mobile electrons, partial ionization: 3.54 per nm
surface Fermi level below conduction band: 0.212 eV
surface Fermi level above valence band: 0.908 eV
-- other neglected effects --
degeneracy shift of Fermi level: 0.25 meV
lateral confinement energy: 0.77 meV
mean donor spacing Nd^(-1/3): 10 nm
segment length for random counts: 100 nm
mean donors in segment: 785 (count)
mean trapped electrons in segment: 314 (count)
random spread of core radius: 1.36 nm
```
